# Loss Function beyond the First Zone and Local-Field Coupling

**Setting.** A weak probe transfers momentum $\mathbf Q$ and energy $\omega$ to the electrons of a crystal. Split the momentum as $\mathbf Q=\mathbf q+\mathbf G_0$, with $\mathbf q$ in the first Brillouin zone and $\mathbf G_0\neq0$ a reciprocal lattice vector. The algebra is in atomic units; numbers are in eV and Å.

Fields are expanded as $f(\mathbf r)=\sum_{\mathbf Q}f_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf r}$, and in time $f(\omega)=\int dt\,e^{i\omega t}f(t)$. Potentials are potential energies of an electron. The induced density of a crystal obeys

$$n_{\mathbf q+\mathbf G}(\omega)=\sum_{\mathbf G'}\chi_{\mathbf G\mathbf G'}(\mathbf q,\omega)\,v^{\rm ext}_{\mathbf q+\mathbf G'}(\omega),$$

because a periodic medium changes a wave vector by reciprocal lattice vectors. The crystal has inversion and time-reversal symmetry. The electrons respond in the random-phase approximation (RPA): as independent particles in the external plus the induced Hartree potential. Write $v(Q)=4\pi/Q^2$.

## Part (a): the absorbed energy

**Question.** A pulse $v^{\rm ext}(\mathbf r,t)=\phi(t)\cos(\mathbf Q\cdot\mathbf r)$ acts on the crystal; $2\mathbf Q$ is not a reciprocal lattice vector. Find the energy absorbed per volume, and name the element of $\chi$ that fixes it.

**Answer.** Let $E$ be the total energy, including the Hartree energy and the coupling to $v^{\rm ext}$. The orbitals obey $\dot\psi=-ih\psi$, where $h\psi=\delta E/\delta\psi^*$. Their motion changes $E$ by terms $2\,{\rm Re}\langle\dot\psi|h\psi\rangle=2\,{\rm Re}\,(i\langle h\psi|h\psi\rangle)=0$. What remains is the explicit time dependence:

$$\frac{1}{V}\frac{dE}{dt}=\frac1V\int n\,\frac{\partial v^{\rm ext}}{\partial t}\,d^3r=\dot\phi\,\frac{n_{\mathbf Q}+n_{-\mathbf Q}}2=\dot\phi\,{\rm Re}\,n_{\mathbf Q}.$$

The last step uses $n_{-\mathbf Q}=n_{\mathbf Q}^*$ for a real density. The ground-state density has no component at $\mathbf Q$, since $\mathbf Q$ is not a reciprocal lattice vector.

The cosine has components $\phi/2$ at $\mathbf Q$ and at $-\mathbf Q$. The second could produce density at $\mathbf Q$ if $2\mathbf Q$ were a reciprocal lattice vector, which is excluded. Hence $n_{\mathbf Q}(\omega)=\tfrac12\chi_{\mathbf G_0\mathbf G_0}(\mathbf q,\omega)\phi(\omega)$.

For a pulse that vanishes at both ends, $\dot\phi$ has the transform $-i\omega\phi(\omega)$. Parseval's theorem gives

$$W=\mathrm{Re}\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,(i\omega\phi^*)\,\frac{\chi_{\mathbf G_0\mathbf G_0}\phi}{2}=-\frac1{4\pi}\int_{-\infty}^{\infty}\omega|\phi|^2\,{\rm Im}\,\chi_{\mathbf G_0\mathbf G_0}\,d\omega .$$

Reality of the response to a real field relates $\chi$ at $(\mathbf Q,\omega)$ to the complex conjugate at $(-\mathbf Q,-\omega)$, and inversion makes $\mathbf Q$ and $-\mathbf Q$ equivalent. So ${\rm Im}\,\chi_{\mathbf G_0\mathbf G_0}$ is odd in $\omega$, the integrand is even, and

$$W=-\frac1{2\pi}\int_0^\infty\omega|\phi(\omega)|^2\,{\rm Im}\,\chi_{\mathbf G_0\mathbf G_0}(\mathbf q,\omega)\,d\omega .$$

The probe drives and samples the same Fourier component, so the diagonal element at $\mathbf G_0$ appears.

## Part (b): the loss function

**Question.** Express $W$ through the dielectric matrix, and state how the loss function $L(\mathbf Q,\omega)$ is read from it.

**Answer.** The total potential is the external one plus the Hartree potential of the induced density. In matrix notation over $\mathbf G$, with $v$ diagonal,

$$v^{\rm tot}=v^{\rm ext}+v\,n=(1+v\chi)\,v^{\rm ext}\equiv\varepsilon^{-1}v^{\rm ext}.$$

In the RPA $n=\chi^0v^{\rm tot}$, so $v^{\rm ext}=v^{\rm tot}-v\chi^0v^{\rm tot}$ and

$$\varepsilon_{\mathbf G\mathbf G'}=\delta_{\mathbf G\mathbf G'}-v(|\mathbf q+\mathbf G|)\,\chi^0_{\mathbf G\mathbf G'}(\mathbf q,\omega).$$

The diagonal element of $\varepsilon^{-1}=1+v\chi$ gives ${\rm Im}\,\chi_{\mathbf G_0\mathbf G_0}=(Q^2/4\pi)\,{\rm Im}\,\varepsilon^{-1}_{\mathbf G_0\mathbf G_0}$. Therefore

$$W=\frac{Q^2}{8\pi^2}\int_0^\infty\omega|\phi|^2L\,d\omega,\qquad \boxed{L(\mathbf q+\mathbf G_0,\omega)=-{\rm Im}\,\big[\varepsilon^{-1}(\mathbf q,\omega)\big]_{\mathbf G_0\mathbf G_0}}$$

The matrix is built at the reduced $\mathbf q$, inverted as a whole, and read at row and column $\mathbf G_0$. Inverting the single number $\varepsilon_{\mathbf G_0\mathbf G_0}$ instead drops the local fields, that is, the induced potentials at the other vectors $\mathbf q+\mathbf G$.

This $\varepsilon$ is not symmetric, since $v$ multiplies from the left. With $D={\rm diag}(|\mathbf q+\mathbf G|)$, the matrix $D\varepsilon D^{-1}$ has off-diagonal elements $-4\pi\chi^0_{\mathbf G\mathbf G'}/(|\mathbf q+\mathbf G||\mathbf q+\mathbf G'|)$. Its inverse is $D\varepsilon^{-1}D^{-1}$, whose diagonal is that of $\varepsilon^{-1}$. Either form gives the same loss.

## Part (c): two vectors

**Question.** Keep $\mathbf G=0$ (index 0) and $\mathbf G=\mathbf G_0$ (index 1). Find $\varepsilon^{-1}_{11}$, and separate from it the part due to the coupling. What shape does a small-$q$ plasmon leave in the loss at $\mathbf Q$?

**Answer.** Apply an external potential $s$ at $\mathbf Q$ alone. The total potentials $u_0,u_1$ satisfy

$$\varepsilon_{00}u_0+\varepsilon_{01}u_1=0,\qquad \varepsilon_{10}u_0+\varepsilon_{11}u_1=s .$$

For $\varepsilon_{00}\ne0$ the first equation gives $u_0=-\varepsilon_{01}u_1/\varepsilon_{00}$. Inserting this in the second,

$$\varepsilon^{-1}_{11}=\frac{u_1}{s}=\frac{1}{\varepsilon_{11}-\varepsilon_{10}\varepsilon_{01}/\varepsilon_{00}}=\frac{\varepsilon_{00}}{\Delta},\qquad \Delta=\varepsilon_{00}\varepsilon_{11}-\varepsilon_{01}\varepsilon_{10}.$$

The probe at $\mathbf Q$ induces a potential at $\mathbf q$, which the electrons screen with $\varepsilon_{00}$ and scatter back to $\mathbf Q$.

Subtract the uncoupled result:

$$\varepsilon^{-1}_{11}-\frac1{\varepsilon_{11}}=\frac{\varepsilon_{00}\varepsilon_{11}-\Delta}{\Delta\,\varepsilon_{11}}=\frac{\varepsilon_{01}\varepsilon_{10}}{\Delta\,\varepsilon_{11}} .$$

Exchanging the indices gives $\varepsilon^{-1}_{00}=\varepsilon_{11}/\Delta$, so $1/\Delta=\varepsilon^{-1}_{00}/\varepsilon_{11}$ and

$$\varepsilon^{-1}_{11}=\frac1{\varepsilon_{11}}+F\,\varepsilon^{-1}_{00},\qquad F=\frac{\varepsilon_{01}\varepsilon_{10}}{\varepsilon_{11}^2}.$$

The local-field term is the response at small $\mathbf q$ multiplied by a complex factor. Suppose that near the plasmon $\varepsilon^{-1}_{00}\simeq R/(x+i\Gamma)$, with $x=\omega-\Omega$, real $R>0$ and $\Gamma>0$, and that $F=|F|e^{i\theta}$ varies slowly. The change of the loss is then

$$-{\rm Im}\frac{FR}{x+i\Gamma}=-R|F|\,\frac{{\rm Im}[(\cos\theta+i\sin\theta)(x-i\Gamma)]}{x^2+\Gamma^2}=R|F|\,\frac{\Gamma\cos\theta-x\sin\theta}{x^2+\Gamma^2}.$$

For $\theta=0$ the plasmon adds a peak, for $\theta=\pi$ it cuts a dip, and for $\theta=\pm\pi/2$ it leaves an antisymmetric structure. Intermediate phases give the asymmetric profile of a Fano resonance. In the extreme case $|\varepsilon_{00}\varepsilon_{11}|\ll|\varepsilon_{01}\varepsilon_{10}|$, the form $\varepsilon^{-1}_{11}=\varepsilon_{00}/\Delta\simeq-\varepsilon_{00}/(\varepsilon_{01}\varepsilon_{10})$ shows that the total potential at $\mathbf Q$, and with it the loss, goes to zero with $\varepsilon_{00}$. The example of part (f) does not reach this limit.

## Part (d): size of the coupling and the sum rule

**Question.** Find $\varepsilon_{01}\varepsilon_{10}$ at high frequency, and its order in a weak lattice potential. Then find $\int_0^\infty\omega L\,d\omega$ and say what it implies for the coupling.

**Answer.** At high frequency the potential accelerates the electrons where they are. The argument assumes a local one-electron potential, and the density counts the electrons kept in the response; a nonlocal pseudopotential modifies both the law below and the sum rule. To leading order the current density obeys $\partial_t\mathbf j=-n(\mathbf r)\nabla v^{\rm tot}$, with $n(\mathbf r)$ the ground-state density; changes of the stress and of the lattice force enter at higher order in $1/\omega$. With the continuity equation,

$$\partial_t^2\,\delta n=-\nabla\cdot\partial_t\mathbf j=\nabla\cdot\big(n\nabla v^{\rm tot}\big).$$

In Fourier space each gradient gives a factor $i$ times a wave vector, and $\partial_t^2\to-\omega^2$. The minus signs cancel:

$$\chi^0_{\mathbf G\mathbf G'}\to\frac{(\mathbf q+\mathbf G)\cdot(\mathbf q+\mathbf G')}{\omega^2}\,n_{\mathbf G-\mathbf G'} .$$

Let $n_0$ be the mean density, $\omega_p^2=4\pi n_0$, and $\gamma$ the angle between $\mathbf q$ and $\mathbf Q$. Then

$$\varepsilon_{01}\varepsilon_{10}\to\frac{4\pi}{q^2}\frac{4\pi}{Q^2}\frac{(\mathbf q\cdot\mathbf Q)^2|n_{\mathbf G_0}|^2}{\omega^4}=\cos^2\!\gamma\,\Big(\frac{\omega_p}{\omega}\Big)^4\Big|\frac{n_{\mathbf G_0}}{n_0}\Big|^2 .$$

The density modulation provides the coupling. In a uniform gas it vanishes, and $L=-{\rm Im}(1/\varepsilon_{11})$. In a weak lattice potential $n_{\mathbf G_0}$ is linear in the potential, so the product is of second order, at frequencies well above the gaps that the potential opens. So is the change of the loss, as long as $|\varepsilon_{01}\varepsilon_{10}|\ll|\varepsilon_{00}\varepsilon_{11}|$. Near a sharp plasmon $\varepsilon_{00}$ is small and this condition can fail.

The limit $q\to0$, where $\mathbf Q$ approaches $\mathbf G_0$, does not in general remove the coupling: $v(q)$ grows as $1/q^2$, while at fixed nonzero $\omega$ the product $\chi^0_{01}\chi^0_{10}$ falls as $q^2$. In the static limit of a metal $\chi^0_{01}$ stays finite instead, and $\varepsilon_{01}\varepsilon_{10}$ and $\varepsilon_{00}$ both grow as $1/q^2$. The high-frequency term found above is proportional to $\cos^2\!\gamma$, so it depends on the direction of $\mathbf q$ and vanishes for $\mathbf q\perp\mathbf Q$. Terms of higher order in $1/\omega$ need not vanish there at finite $q$. If a mirror plane contains $\mathbf G_0$ and is normal to the limiting direction of $\mathbf q$, as in the crystal of part (e), $\chi^0_{01}$ has no term linear in $q$ along that direction, and the coupling falls as $q^2$.

For the sum rule, the diagonal case gives $\varepsilon^{-1}_{11}-1\to v(Q)\chi^0_{11}\to\omega_p^2/\omega^2$; the coupling enters at order $\omega^{-4}$. The retarded response of a stable system is analytic in the upper half plane, so the integral of $\omega(\varepsilon^{-1}_{11}-1)$ along the real axis plus that over the large upper semicircle is zero. The semicircle gives $\omega_p^2\int dz/z=i\pi\omega_p^2$. Hence

$$\int_{-\infty}^{\infty}\omega\,{\rm Im}\,\varepsilon^{-1}_{11}\,d\omega=-\pi\omega_p^2,\qquad \int_0^\infty\omega L\,d\omega=\frac{\pi}{2}\,\omega_p^2 .$$

The same argument holds for $1/\varepsilon_{11}$, if it too is analytic there. The change of $L$ by the coupling, weighted with $\omega$, then integrates to zero: a dip at one energy is paid for by a gain at others.

## Part (e): a solvable crystal

**Question.** Electrons move in the fixed effective potential $2V_1\cos(G_0x)$ and are free along $y$ and $z$. For fields along $x$, reduce $\chi^0$ to a sum over one-dimensional Bloch states, and show where its off-diagonal elements come from.

**Answer.** Let a state have Bloch energy $E_{nk}$ along $x$ and transverse momentum $\mathbf k_\perp$. A potential $u\,e^{i(q+G')x}e^{-i\omega t}$ conserves $\mathbf k_\perp$. To first order, $i\dot\rho=[h,\rho]$ gives for the density matrix between $n',k+q$ and $n,k$

$$(\omega+i\eta+E_{nk}-E_{n'k+q})\,\rho_{n'n}=(f_n-f_{n'})\,u\,\langle n',k+q|e^{i(q+G')x}|n,k\rangle ,$$

where $f$ is the occupation and $\eta>0$ selects the retarded response. The transverse energy cancels in the bracket, so the sum over $\mathbf k_\perp$ acts on the occupations alone. States with $k_\perp^2/2<\mu-E$ are filled, with two spins, which gives per area

$$w(E)=2\,\frac{\pi\cdot2(\mu-E)}{(2\pi)^2}=\frac{\mu-E}{\pi}\quad(E<\mu),\qquad w=0\quad(E\ge\mu).$$

Define $M_G=\langle n,k|e^{-i(q+G)x}|n',k+q\rangle$. The density component at $q+G$ is the sum of $\rho_{n'n}M_G$ per volume, so for a crystal of length $\ell$

$$\chi^0_{GG'}=\frac1\ell\sum_{k,n,n'}\frac{(w_{nk}-w_{n'k+q})\,M_GM_{G'}^*}{\omega+i\eta+E_{nk}-E_{n'k+q}} .$$

For $V_1=0$ each state is one plane wave. A given pair of states then has a nonzero $M_G$ for one $G$ at most, so $M_GM_{G'}^*=0$ for $G\ne G'$. Bragg mixing lets one pair be reached through both $q$ and $Q$, and this produces $\chi^0_{01}$.

## Part (f): numbers at the plasmon

**Question.** Take the period 4 Å, $V_1=2$ eV, $n_0=0.2$ electrons per Å$^3$, $\eta=0.2$ eV and $q=G_0/8$. Then $q=0.196$ Å$^{-1}$ and $Q=1.767$ Å$^{-1}$. The sum of part (e) was evaluated with Bloch states from diagonalization in 15 plane waves, on 240 $k$ points, with $\mu$ fixed by the density. On a 0.1 eV grid, the two-vector loss at $q$ peaks at 17.0 eV (0.625 hartree). There, with a last digit that can move by one on a finer $k$ mesh,

$$\varepsilon_{00}=-0.0196+0.0733i,\quad \varepsilon_{01}=1.5409-1.7518i,$$
$$\varepsilon_{10}=0.0190-0.0216i,\quad \varepsilon_{11}=1.2014+1.0418i .$$

Find the loss at $Q$ with and without coupling, and the phase of $F$. Is the coupling weak here, and does the high-frequency law apply? The same states give $n_{G_0}/n_0=-0.222$, and $\omega_p=16.6$ eV.

**Answer.** The products are

$$\varepsilon_{00}\varepsilon_{11}=-0.0999+0.0677i,\qquad \varepsilon_{01}\varepsilon_{10}=-0.0086-0.0666i,$$

so $\Delta=-0.0913+0.1343i$ and $|\Delta|^2=0.0264$. Then

$$\varepsilon^{-1}_{11}=\frac{\varepsilon_{00}\Delta^*}{|\Delta|^2}=\frac{0.01163-0.00406i}{0.0264}=0.441-0.154i,\qquad \frac1{\varepsilon_{11}}=0.475-0.412i .$$

The loss is 0.154 with coupling and 0.412 without: the local field removes 63 % of the uncoupled value.

For the separated form, $\varepsilon_{11}^2=0.358+2.503i$, hence $F=-0.0266-0.0004i$. Its phase is close to $\pi$, the case of a dip. With $\varepsilon^{-1}_{00}=\varepsilon_{11}/\Delta=1.15-9.73i$,

$$F\varepsilon^{-1}_{00}=-0.034+0.258i,$$

which changes the loss by $-0.258$, as found above. The factor $F$ is small, but it multiplies a loss of 9.73 at small $q$.

The coupling is not weak at this energy: $|\varepsilon_{01}\varepsilon_{10}|=0.067$ against $|\varepsilon_{00}\varepsilon_{11}|=0.121$. The high-frequency law would give

$$(16.6/17.0)^4\times0.222^2\simeq0.045,$$

real and positive. The order of magnitude is right, but the phase is not. The imaginary part of $\varepsilon_{11}$ is 1.04, far above the value $2\eta\omega_p^2/\omega^3\simeq0.02$ that the broadening alone leaves in the high-frequency form. It shows that transitions at $Q$ absorb at 17 eV, so this energy is not above all relevant transitions. At 400 eV the computed real part of the product agrees with the law to 0.3 %.

The ratio $\varepsilon_{01}/\varepsilon_{10}\simeq81$ is $v(q)/v(Q)=(Q/q)^2=9^2$, because the plane-wave Hamiltonian is real, the $M_G$ can be taken real, and so $\chi^0_{01}=\chi^0_{10}$. It reflects the unsymmetrized form of $\varepsilon$, not a stronger transfer in one direction.

## Part (g): the spectrum and the limits of two vectors

**Question.** The table gives the loss at $Q$ without coupling, with two vectors, and with the seven vectors $-3G_0,\dots,3G_0$. What does it say about the plasmon structure and about the two-vector model?

| Energy (eV) | No coupling | Two $G$ | Seven $G$ |
|---|---|---|---|
| 10 | 0.292 | 0.195 | 0.340 |
| 14 | 0.320 | 0.307 | 0.292 |
| 15 | 0.351 | 0.313 | 0.287 |
| 16 | 0.381 | 0.262 | 0.233 |
| 17 | 0.412 | 0.154 | 0.232 |
| 18 | 0.444 | 0.355 | 0.368 |
| 20 | 0.513 | 0.509 | 0.504 |
| 25 | 0.733 | 0.746 | 0.739 |
| 30 | 1.023 | 1.050 | 1.041 |

**Answer.** Without coupling the tabulated loss rises steadily from 14 to 20 eV, with no mark at the plasmon energy. With two vectors it has a dip. On the 0.1 eV grid the largest reduction is 0.26, at 16.9 eV, and $|F\varepsilon^{-1}_{00}|$ is largest at 17.0 eV, where the loss at small $q$ peaks. A measurement at $Q$, nine times $q$, thus carries the mark of the plasmon at $q$, here as missing intensity.

The sum rule requires compensation. The table shows gains at 25 and 30 eV. Weighted with $\omega$, the two-vector change integrates to about $-9.0$ eV$^2$ between 14 and 20 eV and to about $+8.9$ eV$^2$ between 20 and 60 eV, so the dip is paid for above the plasmon. The largest single gain, 0.14 at 4.0 eV, carries little weight: the range below 7 eV gives about $+0.45$ eV$^2$.

The dip survives with seven vectors but changes shape: at 17 eV the loss is 0.232 instead of 0.154, and at 16 eV it is 0.233 instead of 0.262. The 1 eV spacing of the table does not locate the seven-vector minimum. On a 0.05 eV grid it is 0.20 at 16.6 eV, close to the seven-vector plasmon at $q$, which has moved to 16.8 eV and dropped in height from 9.7 to 6.8. At 10 eV the two-vector model fails even in sign. It lowers the uncoupled loss by 0.097, whereas seven vectors raise it by 0.048. One evident omission is $G=-G_0$: its wave vector has length $7G_0/8$, shorter than $Q$, and the same density modulation couples it to $q$. The table does not show how much of the difference is due to this vector alone. Going from seven to nine vectors changes the loss at these energies by about $10^{-7}$ at most, so the seven-vector column is converged in $G$ for this model.

The two-vector matrix therefore shows the mechanism and the rough place of the structure, while the values of the loss need the larger matrix. Convergence in $G$ does not remove the other approximations. An exchange–correlation kernel would change $\varepsilon$, though $\varepsilon^{-1}=1+v\chi$ and the reading of its diagonal element would stand. Lifetimes beyond $\eta$ are absent too. If the probe is strong, or scatters more than once, the measured intensity is no longer given by this single linear-response element.
